# Read Signal and Read Voltage of a Magnetic Tunnel Junction: verification in Python

```python
"""
Read signal of a magnetic tunnel junction versus read voltage.

Result under test: for elastic weak tunnelling between identical electrodes
with spin polarization p(E) = P (1 - |E|/w), |E| <= w, the signal
  I_P - I_AP = g C(V),  C = P^2 w (x - x^2 + x^3/6),  x = V/w,
peaks at V* = (2 - sqrt 2) w, whatever the zero-bias magnetoresistance.

Symbols (e = hbar = 1, energies in eV):
  I_P, I_AP  currents for parallel and antiparallel magnetizations
  g          2 pi |M|^2 n^2, M = tunnel coupling, n = total density of states
  P, w       polarization at the Fermi level and its energy range
  TMR        (I_P - I_AP) / I_AP at equal voltage
A current I is quoted as hbar I / e in eV.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad, simpson
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq, minimize_scalar

g = 0.4
V_limit = 0.5
junctions = {"A": (0.7, 0.6), "B": (0.6, 1.2), "C": (0.7, 1.2)}
to_microamp = constants.e**2 / constants.hbar * 1e6


def wedge(P, w):
    return lambda E: P * (1 - abs(E) / w)


def currents(V, p_emit, p_coll):
    """I_P and I_AP by quadrature over products of spin densities."""
    def parallel(E):
        a, b = p_emit(E - V), p_coll(E)
        return (1 + a) / 2 * (1 + b) / 2 + (1 - a) / 2 * (1 - b) / 2

    def antiparallel(E):
        a, b = p_emit(E - V), p_coll(E)
        return (1 + a) / 2 * (1 - b) / 2 + (1 - a) / 2 * (1 + b) / 2

    return (g * quad(parallel, 0, V, epsabs=1e-13)[0],
            g * quad(antiparallel, 0, V, epsabs=1e-13)[0])


def signal(V, p_emit, p_coll):
    i_par, i_anti = currents(V, p_emit, p_coll)
    return i_par - i_anti


def tmr(V, p_emit, p_coll):
    i_par, i_anti = currents(V, p_emit, p_coll)
    return (i_par - i_anti) / i_anti


def slope(f, x, h=1e-4):
    return (f(x + h) - f(x - h)) / (2 * h)


def C_formula(V, P, w):
    x = V / w
    return P**2 * w * (x - x**2 + x**3 / 6)


# Weak-link current: exact wave matching of two chains (hopping 1) against
# the golden rule with end-site densities obtained by diagonalization.
n_sites, broadening, link, bias = 1500, 0.01, 0.03, 0.5
levels, vectors = eigh_tridiagonal(np.zeros(n_sites), -np.ones(n_sites - 1))
end_weight = vectors[0]**2


def end_density(E):
    return np.sum(end_weight * broadening / np.pi
                  / ((E - levels)**2 + broadening**2))


def transmission(E):
    k_left = np.arccos(-(E - bias) / 2)
    k_right = np.arccos(-E / 2)
    matrix = np.array([[-np.exp(-1j * k_left), link],
                       [-link, np.exp(-1j * k_right)]])
    reflected, sent = np.linalg.solve(matrix, [np.exp(1j * k_left), link])
    return abs(sent)**2 * np.sin(k_right) / np.sin(k_left)


window = np.linspace(-0.3, -0.3 + bias, 41)
exact_current = simpson([transmission(E) for E in window],
                        x=window) / (2 * np.pi)
golden_current = 2 * np.pi * link**2 * simpson(
    [end_density(E) * end_density(E - bias) for E in window], x=window)
# The tolerance covers level broadening and higher orders in the link.
assert abs(golden_current / exact_current - 1) < 0.02
print(f"Chain test, golden-rule/exact current: "
      f"{golden_current / exact_current:.4f}")
print(f"Coupling g: {g:.2f}; permitted voltage: {V_limit:.2f} V")

# Closed forms, peak position and peak condition for the three junctions.
peaks = {}
for name, (P, w) in junctions.items():
    p = wedge(P, w)
    for V in (0.05, 0.2, 0.35, 0.5):
        i_par, i_anti = currents(V, p, p)
        C = C_formula(V, P, w)
        assert abs(i_par - g / 2 * (V + C)) < 1e-10
        assert abs(i_anti - g / 2 * (V - C)) < 1e-10
        assert abs(tmr(V, p, p) - 2 * C / (V - C)) < 1e-8
        x = V / w
        numeric = slope(lambda u: signal(u, p, p), V)
        assert abs(numeric - g * P**2 * (1 - 2 * x + x**2 / 2)) < 1e-6
    T0 = 2 * P**2 / (1 - P**2)
    assert abs(tmr(1e-5, p, p) - T0) < 1e-3

    found = minimize_scalar(lambda V: -signal(V, p, p), bounds=(0.01, w),
                            method="bounded", options={"xatol": 1e-8})
    V_peak = found.x
    assert abs(V_peak - (2 - np.sqrt(2)) * w) < 1e-5
    assert abs(-found.fun - g * 2 / 3 * (np.sqrt(2) - 1) * P**2 * w) < 1e-9
    slope_par = slope(lambda V: currents(V, p, p)[0], V_peak)
    slope_anti = slope(lambda V: currents(V, p, p)[1], V_peak)
    assert abs(slope_par - slope_anti) < 1e-5
    T_peak = tmr(V_peak, p, p)
    log_T = V_peak * slope(lambda V: np.log(tmr(V, p, p)), V_peak)
    log_I = V_peak * slope(lambda V: np.log(currents(V, p, p)[0]), V_peak)
    assert abs(log_T + (1 + T_peak) * log_I) < 1e-4

    grid = np.linspace(0.001, V_limit, 500)
    values = np.array([signal(V, p, p) for V in grid])
    V_best = grid[np.argmax(values)]
    assert abs(V_best - min(V_peak, V_limit)) < 0.002
    peaks[name] = (V_peak, -found.fun, values[-1])
    print(f"{name}: P = {P:.2f}, w = {w:.2f} eV, "
          f"zero-bias TMR = {100 * T0:.1f} %")
    for V in (0.1, 0.3, 0.5):
        print(f"  V = {V:.1f} V: TMR = {100 * tmr(V, p, p):.1f} %, "
              f"signal = {signal(V, p, p):.5f} eV")
    print(f"  peak voltage = {V_peak:.4f} V, signal = {-found.fun:.5f} eV")
    print(f"  TMR at peak = {100 * T_peak:.1f} %")
    print(f"  peak log slopes: TMR {log_T:.3f}, I_P {log_I:.3f}")
    print(f"  best permitted voltage = {V_best:.3f} V")
    print(f"  signal there = {values.max() * to_microamp:.3f} microampere")

# Junction A in more detail, and its crossover with B.
P_A, w_A = junctions["A"]
pA, pB = wedge(*junctions["A"]), wedge(*junctions["B"])
V_peak_A, top_A, end_A = peaks["A"]
assert V_peak_A < V_limit < peaks["B"][0]
assert end_A < top_A
T0_A = 2 * P_A**2 / (1 - P_A**2)
V_half = brentq(lambda V: tmr(V, pA, pA) - T0_A / 2, 0.01, V_limit)
difference = lambda V: signal(V, pA, pA) - signal(V, pB, pB)
assert difference(0.05) > 0 > difference(V_limit)
V_cross = brentq(difference, 0.05, V_limit)
initial_slope = signal(1e-5, pA, pA) / 1e-5
print(f"A: TMR halves at {V_half:.4f} V")
print(f"A: signal at limit = {end_A * to_microamp:.3f} microampere")
print(f"A: loss at limit against peak = {100 * (1 - end_A / top_A):.1f} %")
print(f"A: linear extrapolation at limit = "
      f"{initial_slope * V_limit:.5f} eV")
print(f"A: extrapolated/true signal = "
      f"{initial_slope * V_limit / end_A:.2f}")
print(f"B overtakes A at {V_cross:.4f} V")

# Constant polarization: constant TMR and a signal linear in voltage.
flat = lambda E: P_A
assert abs(tmr(0.5, flat, flat) - tmr(0.05, flat, flat)) < 1e-8
assert abs(signal(0.5, flat, flat) - 10 * signal(0.05, flat, flat)) < 1e-9

# Falling TMR without a signal peak.
slow = lambda E: P_A / (1 + E / w_A)
scan = np.linspace(0.02, 3.0, 100)
slow_signal = np.array([signal(V, flat, slow) for V in scan])
slow_tmr = np.array([tmr(V, flat, slow) for V in scan])
assert np.all(np.diff(slow_signal) > 0) and np.all(np.diff(slow_tmr) < 0)
assert np.allclose(slow_signal, g * P_A**2 * w_A * np.log(1 + scan / w_A),
                   rtol=1e-8, atol=1e-11)
print(f"No-peak case: P = {P_A:.2f}, w = {w_A:.2f} eV")
for V in (0.1, 0.5):
    print(f"  V = {V:.1f} V: TMR = {100 * tmr(V, flat, slow):.1f} %, "
          f"signal = {signal(V, flat, slow):.5f} eV")


# Fixed-current reading of junction A.
def parallel_voltage(V_anti):
    I = currents(V_anti, pA, pA)[1]
    return brentq(lambda V: currents(V, pA, pA)[0] - I, 0, V_anti)


found = minimize_scalar(lambda V: parallel_voltage(V) - V,
                        bounds=(0.05, w_A - 0.001), method="bounded",
                        options={"xatol": 1e-7})
V_anti, V_par = found.x, parallel_voltage(found.x)
assert V_anti < V_limit
conductance_par = slope(lambda V: currents(V, pA, pA)[0], V_par)
conductance_anti = slope(lambda V: currents(V, pA, pA)[1], V_anti)
assert abs(conductance_par / conductance_anti - 1) < 1e-4
signal_end = V_limit - parallel_voltage(V_limit)
assert signal_end < V_anti - V_par
print("A read at fixed current, at the largest voltage signal:")
print(f"  current = {currents(V_anti, pA, pA)[1]:.5f} eV")
print(f"  V_AP = {V_anti:.4f} V, V_P = {V_par:.4f} V")
print(f"  voltage signal = {V_anti - V_par:.4f} V")
print(f"  voltage signal when V_AP is at the limit = {signal_end:.4f} V")

print("all tests passed")
```

It prints:

```
Chain test, golden-rule/exact current: 0.9915
Coupling g: 0.40; permitted voltage: 0.50 V
A: P = 0.70, w = 0.60 eV, zero-bias TMR = 192.2 %
  V = 0.1 V: TMR = 139.3 %, signal = 0.01642 eV
  V = 0.3 V: TMR = 72.3 %, signal = 0.03185 eV
  V = 0.5 V: TMR = 32.1 %, signal = 0.02768 eV
  peak voltage = 0.3515 V, signal = 0.03247 eV
  TMR at peak = 60.1 %
  peak log slopes: TMR -1.300, I_P 0.812
  best permitted voltage = 0.351 V
  signal there = 7.905 microampere
B: P = 0.60, w = 1.20 eV, zero-bias TMR = 112.5 %
  V = 0.1 V: TMR = 98.7 %, signal = 0.01322 eV
  V = 0.3 V: TMR = 75.4 %, signal = 0.03285 eV
  V = 0.5 V: TMR = 56.5 %, signal = 0.04408 eV
  peak voltage = 0.7029 V, signal = 0.04772 eV
  TMR at peak = 40.9 %
  peak log slopes: TMR -1.204, I_P 0.855
  best permitted voltage = 0.500 V
  signal there = 10.730 microampere
C: P = 0.70, w = 1.20 eV, zero-bias TMR = 192.2 %
  V = 0.1 V: TMR = 163.5 %, signal = 0.01799 eV
  V = 0.3 V: TMR = 118.8 %, signal = 0.04471 eV
  V = 0.5 V: TMR = 85.7 %, signal = 0.06000 eV
  peak voltage = 0.7029 V, signal = 0.06495 eV
  TMR at peak = 60.1 %
  peak log slopes: TMR -1.300, I_P 0.812
  best permitted voltage = 0.500 V
  signal there = 14.605 microampere
A: TMR halves at 0.2156 V
A: signal at limit = 6.737 microampere
A: loss at limit against peak = 14.8 %
A: linear extrapolation at limit = 0.09800 eV
A: extrapolated/true signal = 3.54
B overtakes A at 0.2796 V
No-peak case: P = 0.70, w = 0.60 eV
  V = 0.1 V: TMR = 165.8 %, signal = 0.01813 eV
  V = 0.5 V: TMR = 110.8 %, signal = 0.07128 eV
A read at fixed current, at the largest voltage signal:
  current = 0.07105 eV
  V_AP = 0.4327 V, V_P = 0.2773 V
  voltage signal = 0.1554 V
  voltage signal when V_AP is at the limit = 0.1504 V
all tests passed
```
